# Shockley-Ramo electrode current and the divergence-free total current in a plasma

## The result

Fixed metal conductors, numbered $k$ and held at voltages $V_k(t)$, enclose a region $\Omega$ that contains a plasma and possibly dielectric parts such as a quartz wafer. The current that the external circuit feeds into conductor $k$ is

$$I_k=\sum_j C_{kj}\frac{dV_j}{dt}-\int_\Omega \mathbf J\cdot\nabla w_k\,dV. \tag{1}$$

Here $\mathbf J$ is the current density of the moving charges, $w_k$ is a weighting potential that depends on geometry and dielectrics but not on the plasma, and $C_{kj}$ is the capacitance matrix. The same $I_k$ is the outward flux of

$$\mathbf J_T=\mathbf J+\frac{1}{4\pi}\frac{\partial\mathbf D}{\partial t},\qquad \nabla\cdot\mathbf J_T=0, \tag{2}$$

through any closed surface in $\Omega$ that surrounds conductor $k$ and no other, leaving out the spot where its lead passes.

For point charges $q_i$ with velocities $\mathbf v_i$, the integral in (1) becomes $\sum_i q_i\mathbf v_i\cdot\nabla w_k(\mathbf r_i)$. Minus this sum is the whole current when the voltages are constant. Under radio-frequency drive the capacitive term must be added.

## Conventions and assumptions

The algebra is in atomic units, with Gauss's law $\nabla\cdot\mathbf D=4\pi\rho$ and $\mathbf D=\varepsilon\mathbf E$. The permittivity $\varepsilon(\mathbf r)$ is a scalar, independent of field and time. The density $\rho$ contains the plasma charge and any charge deposited on dielectric surfaces; the polarization of the dielectric is contained in $\mathbf D$. Charge is conserved:

$$\frac{\partial\rho}{\partial t}+\nabla\cdot\mathbf J=0. \tag{3}$$

The field is quasi-static, $\mathbf E=-\nabla\phi$, which neglects magnetic induction. The weighting potential is defined by

$$\nabla\cdot(\varepsilon\nabla w_k)=0,\qquad w_k=1\ \text{on conductor }k,\quad w_k=0\ \text{on the others}. \tag{4}$$

The unit normal $\mathbf n$ on the conductor surface $S_k$ points out of $\Omega$, into the metal. Each lead is thin and screened, so that it carries current but does not disturb the field. Define

$$C_{kj}=\frac1{4\pi}\oint_{S_j}\varepsilon\nabla w_k\cdot\mathbf n\,dS=\frac{1}{4\pi}\int_\Omega\varepsilon\nabla w_k\cdot\nabla w_j\,dV. \tag{5}$$

The two forms agree because $w_j$ is 1 on $S_j$ and 0 on the other surfaces, so the surface integral equals $\oint w_j\varepsilon\nabla w_k\cdot\mathbf n\,dS$ over the whole boundary. The divergence theorem and (4) then give the volume form, which shows that $C_{kj}=C_{jk}$.

## First derivation: the charge on the electrode

This route finds the charge on the metal at one instant and then differentiates it.

**Charge at one instant.** The field just outside a metal surface obeys $-\mathbf D\cdot\mathbf n=4\pi\sigma$, where $\sigma$ is the surface charge density; the minus sign arises because $\mathbf n$ points into the metal. Since $w_k$ selects conductor $k$,

$$Q_k=-\frac1{4\pi}\oint_{S_k}\mathbf D\cdot\mathbf n\,dS=-\frac1{4\pi}\oint_{\partial\Omega}w_k\mathbf D\cdot\mathbf n\,dS.$$

By the divergence theorem and Gauss's law,

$$\oint_{\partial\Omega} w_k\mathbf D\cdot\mathbf n\,dS=4\pi\int_\Omega w_k\rho\,dV+\int_\Omega\mathbf D\cdot\nabla w_k\,dV.$$

In the last term $\mathbf D=-\varepsilon\nabla\phi$. Because of (4), $\varepsilon\nabla\phi\cdot\nabla w_k=\nabla\cdot(\phi\,\varepsilon\nabla w_k)$, and $\phi=V_j$ on $S_j$. Hence

$$\int_\Omega\mathbf D\cdot\nabla w_k\,dV=-\sum_jV_j\oint_{S_j}\varepsilon\nabla w_k\cdot\mathbf n\,dS=-4\pi\sum_jC_{kj}V_j.$$

Dividing by $-4\pi$ gives

$$Q_k=\sum_jC_{kj}V_j-\int_\Omega w_k\rho\,dV. \tag{6}$$

A positive charge in the gas induces negative charge on every conductor, in the proportions $w_k$ at its position.

**Change in time.** The electrode gains charge from the circuit and from the plasma:

$$\frac{dQ_k}{dt}=I_k+A_k,\qquad A_k=\oint_{S_k}\mathbf J\cdot\mathbf n\,dS. \tag{7}$$

$A_k$ is the net rate at which charge lands on the metal; an emitted electron counts as arriving positive charge. From continuity and integration by parts,

$$\frac{d}{dt}\int_\Omega w_k\rho\,dV=-\int_\Omega w_k\nabla\cdot\mathbf J\,dV=-A_k+\int_\Omega\mathbf J\cdot\nabla w_k\,dV. \tag{8}$$

Differentiate (6), insert (8), and solve (7) for $I_k$:

$$I_k=\sum_jC_{kj}\frac{dV_j}{dt}+A_k-\int_\Omega\mathbf J\cdot\nabla w_k\,dV-A_k .$$

The landing terms cancel and (1) remains. The moment of absorption therefore adds no separate pulse: the circuit current has been flowing during the approach. The sign can be read from a positive charge moving toward larger $w_k$, as when it approaches electrode $k$ between parallel plates. Then $\mathbf v\cdot\nabla w_k>0$, so its contribution to $I_k$ is negative, and positive charge leaves the electrode through the lead.

## Second derivation: the total current

This route never introduces the electrode charge. It starts from the time derivative of Gauss's law, $\nabla\cdot\partial_t\mathbf D=4\pi\,\partial_t\rho$. Together with (3),

$$\nabla\cdot\mathbf J_T=\nabla\cdot\mathbf J+\frac{\partial\rho}{\partial t}=0.$$

The conduction current alone has divergence $-\partial_t\rho$, which differs from zero wherever charge is accumulating. The displacement current supplies the missing part.

**Connection with the circuit.** Take a closed surface just outside conductor $k$, cut by its lead. The lead brings in $I_k$. Since the net flux of $\mathbf J_T$ through the closed surface vanishes, the same amount leaves through the rest of it:

$$I_k=-\oint_{S_k}\mathbf J_T\cdot\mathbf n\,dS. \tag{9}$$

The minus sign again reflects the normal pointing into the metal. A larger surface around the same conductor has the same flux, because no total current starts or ends in between.

**Weighting.** Multiply $\nabla\cdot\mathbf J_T=0$ by $w_k$ and integrate by parts:

$$0=\oint_{\partial\Omega}w_k\mathbf J_T\cdot\mathbf n\,dS-\int_\Omega\mathbf J_T\cdot\nabla w_k\,dV .$$

The surface term is $-I_k$ by (9), so

$$I_k=-\int_\Omega\mathbf J\cdot\nabla w_k\,dV-\frac1{4\pi}\int_\Omega\frac{\partial\mathbf D}{\partial t}\cdot\nabla w_k\,dV. \tag{10}$$

The quasi-static assumption enters here for the first time. With $\partial_t\mathbf D=-\varepsilon\nabla\dot\phi$ and (4),

$$-\frac1{4\pi}\int_\Omega\frac{\partial\mathbf D}{\partial t}\cdot\nabla w_k\,dV=\frac1{4\pi}\oint_{\partial\Omega}\dot\phi\,\varepsilon\nabla w_k\cdot\mathbf n\,dS=\sum_jC_{kj}\frac{dV_j}{dt},$$

and (10) becomes (1). The displacement current caused by the plasma's own charge can be large at every point, yet its weighted integral vanishes: only the changing electrode voltages survive on the boundary.

In a closed chamber $\sum_kw_k=1$, because the constant 1 solves the same boundary-value problem. Its gradient is zero, so $\sum_kI_k=0$.

## What each derivation assumes

To reach (1), both routes need charge conservation, Gauss's law, fixed conductors and a linear dielectric. They use the quasi-static field differently. The first needs a potential from the start, since (6) expresses a charge through voltages. The second reaches (10) without one. Equation (2) and the flux statement (9) therefore survive when induction matters, whereas (1) does not: the voltage between two electrodes then depends on the path, and the last step fails.

The first route gives more about stored charge. Equation (6) holds at each instant even if $\varepsilon$ changes in time, with $w_k$ and $C_{kj}$ taken at that instant; differentiation then adds $\sum_j\dot C_{kj}V_j-\int\rho\,\dot w_k\,dV$ to (1). In the second route the same correction appears as $(1/4\pi)\int\dot\varepsilon\,\nabla\phi\cdot\nabla w_k\,dV$.

Charge conservation matters in a particle simulation. Ionization creates an electron and an ion at one point, so $\rho$ does not change at birth and neither does the electrode charge. If a code instead inserts unpaired charge at a rate $S$ per volume, then $\nabla\cdot\mathbf J_T=S$. Repeating the weighting step gives an extra current $-\int w_kS\,dV$, which has no physical origin.

For a finite time step it is convenient to integrate (1) along each path. Since $\int\mathbf v\cdot\nabla w_k\,dt=\Delta w_k$,

$$\int I_k\,dt=\sum_jC_{kj}\Delta V_j-\sum_iq_i\,\Delta w_k(\mathbf r_i). \tag{11}$$

A particle that lands on electrode $k$ ends with $w_k=1$, and one that lands on another conductor ends with $w_k=0$. A particle that sticks to a dielectric surface ends with the local value of $w_k$, which generally lies between 0 and 1.

## Two numerical tests

The first test uses charged sheets between plates at $x=0$ and $x=1$: 40 sheets present at the start and 15 neutral pairs created later. The voltage changes from 0.7 to $-1.9$, and 30 sheets are absorbed. The charge delivered by the circuit, found from Gauss's law and the landed charge, is 1.831; equation (11) gives 1.831 as well. The charge carried bodily through four different planes ranges from $-0.17$ to 5.93. After the displacement part is added, the four totals agree to $2\times10^{-15}$.

The second test is a two-dimensional grounded chamber of side 1, with a lower electrode that carries a wafer of $\varepsilon=4$, and an upper electrode. A Gaussian cloud of unit charge and width 0.04, centred at height 0.50, moves sideways and downward while both electrode voltages vary. On a grid of $101\times101$ nodes, differentiating the electrode charges gives 0.7478 for the current into the lower electrode, and (1) gives 0.7477. The agreement tests the identity on that grid; refining the grid fourfold lowers the current itself by about half a percent. The three currents, including that of the wall, add to zero within $2\times10^{-12}$.

Closed boxes around the lower electrode, differing in the height of their top face, give these outward currents:

| Top face | Conduction | Displacement | Total |
|---|---|---|---|
| 0.255 | 0.0000 | 0.7478 | 0.7478 |
| 0.465 | −2.7206 | 3.4683 | 0.7478 |
| 0.505 | −3.9584 | 4.7061 | 0.7478 |
| 0.655 | −0.0022 | 0.7500 | 0.7478 |

Where the face cuts the cloud, the conduction term is negative because positive charge enters the box. The displacement term compensates, and the total stays the same.

If the wafer is left out of $w_k$, the part of the lower-electrode current induced by the cloud is wrong by 14%, relative to its value with the wafer. The dielectric carries no moving free charge here, but it reshapes the weighting field. An ordinary doped silicon wafer is different: it conducts at 13.56 MHz, and the current inside it must be included in $\mathbf J$.

## Parallel plates and two limits

For wide plates at $x=0$ and $x=L$ with $\varepsilon=1$, the left electrode has $w=1-x/L$ and $\nabla w=-\hat{\mathbf x}/L$. Per unit area, (5) gives $C_{11}=1/(4\pi L)$ and $C_{12}=-1/(4\pi L)$. With $V=V_{\text{left}}-V_{\text{right}}$,

$$J_T(t)=\frac1{4\pi L}\frac{dV}{dt}+\frac1L\int_0^LJ(x,t)\,dx. \tag{12}$$

In one dimension $\nabla\cdot\mathbf J_T=0$ means $\partial J_T/\partial x=0$, so this value holds at every $x$.

**One charge at constant voltage.** A charge $q$ moving at speed $v$ drives a current of magnitude $|q|v/L$ from the moment it starts, not when it arrives. A 3 eV electron crossing a 2.50 cm gap without collisions drives 6.58 pA for 24.3 ns. The product is $1.60\times10^{-19}$ C, one elementary charge.

**Average over a periodic state.** If all fields repeat after each cycle, $\langle\partial_t\mathbf D\rangle=0$. The averaged conduction current is then itself divergence-free, and (7) gives $\langle I_k\rangle=-\langle A_k\rangle$. The direct current in the lead is fixed by the charge that lands. A series blocking capacitor makes this average zero.

## An oscillating electron slab

The following model of a capacitive discharge shows where each kind of current flows. Singly charged ions of uniform density $n$ are fixed throughout the gap. Electrons of the same density fill a rigid slab between $x=a$ and $x=L-b$, with

$$a=s_0(1-\sin\omega t),\qquad b=s_0(1+\sin\omega t).$$

The field in the neutral slab is taken as zero, which neglects electron inertia and collisions. In the sheaths Gauss's law gives $dE/dx=4\pi n$, so

$$E=-4\pi n(a-x)\ \text{on the left},\qquad E=4\pi n(x-L+b)\ \text{on the right}.$$

The voltage is the integral of $E$ from left to right:

$$V=2\pi n(b^2-a^2)=2\pi n(b-a)(b+a)=8\pi ns_0^2\sin\omega t. \tag{13}$$

The quadratic sheath voltages combine into a sinusoid because $a+b=2s_0$ is constant.

The slab moves at $\dot a=-\omega s_0\cos\omega t$, and electrons have charge $-1$, so the bulk conduction current is $J=n\omega s_0\cos\omega t$. In the left sheath $J=0$, but $\dot E/4\pi=-n\dot a$ has the same value; in the right sheath $\dot E/4\pi=n\dot b$ does too. Equation (12) gives it once more:

$$\frac{\dot V}{4\pi L}+\frac{J(L-2s_0)}{L}=n\omega s_0\cos\omega t\left[\frac{2s_0}{L}+1-\frac{2s_0}{L}\right]. \tag{14}$$

The two terms of the electrode formula are averages over the gap. They do not say which current flows at a given place: at the electrodes of this model the current is entirely displacement current, although for $L>4s_0$ the moving electrons supply most of the sum in (14).

## An argon discharge in numbers

Take rough typical values for an argon plasma above a 300 mm wafer: frequency 13.56 MHz, voltage amplitude $V_1=200$ V, gap 2.50 cm, density $3.0\times10^9$ cm$^{-3}$, pressure 50 mTorr, gas temperature 300 K and electron temperature 3 eV. In engineering units (13) reads $V_1=2ens_0^2/\varepsilon_0$, hence

$$s_0=\sqrt{\frac{(8.854\times10^{-14})(200)}{2(1.602\times10^{-19})(3.0\times10^9)}}\ \text{cm}=0.136\ \text{cm}.$$

The current density amplitude is

$$en\omega s_0=(1.602\times10^{-19})(3.0\times10^9)(2\pi\times13.56\times10^6)(0.1357)\ \text{A/cm}^2,$$

which is 5.56 mA/cm², or $2.35\times10^{-17}$ atomic units. The capacitive share in (14) is $2(0.1357)/2.50=10.9\%$, and the moving electrons supply the other 89.1%.

At $\omega t=0.7$ the total is $5.558\cos0.7=4.25$ mA/cm². Differentiating the numerically constructed field gives 4.25 mA/cm² of displacement current in each sheath, and the slab carries 4.25 mA/cm² of conduction current.

**How far a real reactor departs from the slab.** The largest departure estimated here comes from the assumption of uniform ion density. The mean sheath voltage is $3\pi ns_0^2=\tfrac38V_1=75$ V. Ions that enter at the Bohm speed and fall freely through it reach the wall at 0.14 of their density at the sheath edge, from $[1+2(75)/3]^{-1/2}$. At fixed voltage and frequency the model current varies as $\sqrt n$. If the ion density were that low throughout the sheaths, the current would fall to 0.37 of its value, about 2.1 mA/cm². This is an estimate of the sensitivity, not a bound. The ion mean free path, about 0.6 mm for a rough cross section of $10^{-14}$ cm², is shorter than $s_0$; collisions slow the ions and weaken the thinning. In these estimates $n$ is the density at the sheath edge. The gap is about 40 ion mean free paths wide, and a quasi-neutral fluid estimate then puts the edge density near 0.19 of the density at the centre. If $3.0\times10^9$ cm$^{-3}$ is the centre value, this drop alone lowers the slab current by a factor $\sqrt{0.19}\approx0.43$, an effect comparable to the thinning inside the sheath. The electron edge is also diffuse, with a Debye length of $0.17s_0$.

The other corrections are smaller for these numbers. The ion current $enu_B$, with $u_B$ the Bohm speed, is $u_B/\omega s_0=2.3\%$ of the current amplitude, or 1.4% if the edge density is taken as $0.61n$. Electron inertia and collisions require a bulk voltage of 1.3% of $V_1$, for a rough collision rate constant of $10^{-7}$ cm³/s, and the bulk displacement current is 0.16% of the bulk conduction current. The ion plasma frequency is 0.13 of the drive frequency, and ions need about six cycles to cross the slab sheath, so their density responds weakly within a cycle, although their energy at the wall still spreads over roughly 60 to 94 eV. Some features of real chambers are not estimated here: unequal electrode areas, a grounded wall that takes part of the current, and the negative ions of etching gases. These change $w_k$, $C_{kj}$, the voltages or $\mathbf J$, but not the form of (1).

Induction tests (1) itself. A uniform $J_T$ over radius $R$ produces a magnetic flux between axis and edge whose loop voltage has amplitude $\pi\omega J_TR^2L/c^2$. For $R=15$ cm this is 0.42% of $V_1$, and the skin depth of 17 cm is much larger than the half-gap. The error of (1) is smaller still, because only its capacitive term is affected. With $V$ taken at the edge, the area average of the loop voltage is half its value on the axis, and multiplying by $\omega/4\pi L$ gives a relative error $(\omega R/c)^2/8=0.02\%$ of $J_T$. By these estimates, which assume a uniform current, the quasi-static formula is adequate here. At fixed current density and gap the loop voltage grows as $\omega R^2$, so large electrodes and high frequency make induction more important and (1) less accurate, while $\nabla\cdot\mathbf J_T=0$ continues to hold. The full set of values is in the numerical output below.

## Numbers as computed

```
SHEET TEST (model units, gap = 1)
sheets absorbed at the plates: 30
charge from circuit, by Gauss's law: 1.831
charge from circuit, by weighting field: 1.831
smallest carried charge among four planes: -0.1735
largest carried charge among four planes: 5.93
spread of total passed charge: 1.776e-15
CHAMBER TEST (model units: cloud charge 1, chamber side 1)
current into lower electrode: direct 0.74776, weighting field 0.74767
current into upper electrode: direct 0.09532, weighting field 0.09544
current into wall: direct -0.84309, weighting field -0.84311
sum of the three direct currents: -1.943e-12
error in lower induced current if wafer is left out of w: 14.15 %
surface top at 0.255: conduction -0.0000, displacement 0.7478, total 0.7478
surface top at 0.465: conduction -2.7206, displacement 3.4683, total 0.7478
surface top at 0.505: conduction -3.9584, displacement 4.7061, total 0.7478
surface top at 0.655: conduction -0.0022, displacement 0.7500, total 0.7478
ARGON EXAMPLE (rough typical inputs)
gap 2.50 cm, electrode radius 15.0 cm, frequency 13.56 MHz
voltage amplitude 200 V, pressure 50 mTorr, gas 300 K
plasma density 3.0e+09 cm^-3, electron temperature 3.0 eV
mean sheath width s0: 1.357 mm
total current density amplitude: 5.558 mA/cm2
the same in atomic units: 2.35e-17 a.u.
share from moving electrons: 89.14 %
share from capacitive term: 10.86 %
phase of the snapshot: 0.7 rad
left sheath: conduction 0.0000, displacement 4.2511 mA/cm2
bulk: conduction 4.2511, displacement 0.0000 mA/cm2
right sheath: conduction 0.0000, displacement 4.2511 mA/cm2
speed of one 3 eV electron: 1.027e+08 cm/s
its electrode current while crossing: 6.583 pA
its crossing time: 24.34 ns
NEGLECTED EFFECTS
rough electron collision rate constant: 1e-07 cm3/s
rough ion collision cross section: 1e-14 cm2
mean sheath voltage: 75 V
wall/edge ion density ratio, collisionless: 0.14
current factor if whole sheath were that thin: 0.3742
ion mean free path: 0.6213 mm
Debye length / s0: 0.1732
ion current / rf current amplitude: 1.412 %
ion plasma frequency / drive frequency: 0.1344
electron collision rate / angular drive frequency: 1.889
bulk voltage / drive voltage: 1.334 %
bulk displacement / conduction current: 0.1625 %
induced loop voltage / drive voltage: 0.4184 %
skin depth: 16.57 cm
```
